Thickness scaling of diffusional stress relaxation in a thin bonded film

Q: A diffusion time grows as the square of a distance. If atoms walk from the free surface down a vertical grain boundary of a film of thickness h, why should the stress not relax in a time proportional to h²?

A: Because the boundary must also be thickened, and if the grains are wide compared with h, or grow in proportion to it, the thickness needed grows with h. To count both effects, let z be the depth, with the surface at z = 0 and the substrate at z = h, and let the boundary lie in the plane x = 0. The film starts under uniform tension σ0 along x. Atoms that enter form a wedge of thickness Δ(z,t), and σ(z,t) is the normal traction on the boundary, positive in tension. I assume plane strain, small slopes and linear transport.

An atom of volume Ω inserted at depth z moves the two grains apart, and the tension does work Ωσ. Its chemical potential is therefore

μ = μ0 − Ωσ.

Let δ be the boundary width, D its diffusivity and kT the thermal energy. The number of atoms moving downwards per unit time and unit length of boundary is

J = −(δD/(ΩkT)) ∂μ/∂z = (δD/kT) ∂σ/∂z.

Each atom brings volume Ω, so conservation gives

∂Δ/∂t = −Ω ∂J/∂z = −B ∂²σ/∂z², B = δDΩ/kT.

These formulas hold in atomic units as they stand, with kT an energy.

Q: That is one equation for two unknowns. What happens at the ends?

A: A flat free surface holds atoms at μ0. If they enter freely, σ(0) = 0. If the interface carries no atoms, J(h) = 0, so ∂σ/∂z = 0 at z = h. Integrating up from the bottom and then down from the surface,

∂σ/∂z = (1/B) ∫_z^h ∂tΔ(ζ) dζ,

σ(z) = (1/B) ∫_0^z dy ∫_y^h ∂tΔ(ζ) dζ.

In the double integral a given ζ is counted for every y smaller than both z and ζ, which is a length min(z,ζ). Hence

σ(z) = (1/B) ∫_0^h min(z,ζ) ∂tΔ(ζ) dζ ≡ (1/B) N ∂tΔ.

The second relation between σ and Δ comes from elasticity.

Q: A shortcut would be to say that the stress falls by a modulus times Δ divided by the grain size. Is that good enough?

A: It holds for narrow grains, as shown below, but not in general, because the substrate and the neighbouring depths also respond. Treat the wedge as a stress-free strain ε* = Δ(z)δ(x) along x, where δ(x) is the delta function. For the numbers I take film and substrate isotropic with the same Young modulus E and Poisson ratio ν. Plane strain sets σyy = ν(σxx + σzz), and Hooke's law becomes

εxx − ε* = (σxx − ν'σzz)/E*, εzz = (σzz − ν'σxx)/E*, εxz = (1+ν')σxz/E*,

with E* = E/(1−ν²) and ν' = ν/(1−ν). The stress added by the wedge is in equilibrium if it derives from an Airy function φ,

σxx = ∂z²φ, σzz = ∂x²φ, σxz = −∂x∂zφ.

The total strain comes from a displacement, so ∂z²εxx + ∂x²εzz = 2∂x∂zεxz. Inserting Hooke's law,

∂z⁴φ + ∂x⁴φ − 2ν'∂x²∂z²φ + E*∂z²ε* = −2(1+ν')∂x²∂z²φ.

The terms in ν' cancel, leaving

∇⁴φ = −E* ∂z²ε*.

On the free surface σzz and σxz vanish, so there φ is linear in x and ∂zφ is constant. Subtracting a linear function, which carries no stress, makes φ = ∂zφ = 0 at z = 0. These are the conditions of a clamped plate.

Q: Then you need the response of a clamped half plane to a point source. Can it be written down?

A: Yes. Put the source at x = 0, z = ζ, and define

r² = x² + (z−ζ)², R² = x² + (z+ζ)² = r² + 4zζ.

The function is

G = [r² ln(r²/R²) + 4zζ]/(16π).

First, the source strength. Since ∇²(r² ln r) = 4 ln r + 4 and ∇² ln r = 2πδ(x)δ(z−ζ), the term r² ln r²/(16π) = r² ln r/(8π) gives ∇⁴G a unit source. Next, the rest must add no source in the solid. There r² ln R² = R² ln R² − 4zζ ln R², and both pieces are biharmonic for z > 0, because R vanishes at z = −ζ, outside the solid. The term 4zζ is linear in z. Last, the surface: at z = 0, r = R and G = 0, while

16π ∂zG = r²[−2ζ/r² − 2ζ/R²] + 4ζ = −4ζ + 4ζ = 0.

G is symmetric in z and ζ, so G and ∂ζG also vanish at ζ = 0. The wedge closes at the substrate, Δ(h) = 0, since a blunt end would be a dislocation with a logarithmically infinite energy in this continuum. Continue Δ as zero for ζ > h and let the integral run past h, so that ∂ζ²Δ includes the source at the closing end. Two integrations by parts then leave no end terms, and

φ = −E* ∫ G ∂ζ²Δ dζ = −E* ∫ ∂ζ²G Δ dζ.

The traction on the boundary is

σ = σ0 − E* KΔ, KΔ = ∫_0^h ∂z²∂ζ²G Δ(ζ) dζ.

On x = 0, write s = z−ζ and p = z+ζ, so that

8πG = s² ln|s| − p² ln p + 4zζ ln p + 2zζ.

The operator ∂z²∂ζ² turns the first term into −2/s² and the second into +2/p². For the third, ∂ζ²(zζ ln p) = z/p + z²/p², and ∂z² of this is −6z/p³ + 6z²/p⁴ = −6zζ/p⁴. The last term gives zero. The kernel is then

∂z²∂ζ²G = −(1/4π)[1/s² − 1/p² + 12zζ/p⁴].

The strong singularity at s = 0 means that one integrates first and differentiates afterwards (a finite-part integral). For an array of boundaries a distance d apart, G is summed over x = md with m any integer.

Q: Now combine them. How do you know that the stress decays rather than oscillates?

A: Equating the two expressions for σ gives

(1/B) N ∂tΔ = σ0 − E*KΔ.

The final wedge Δ∞ obeys E*KΔ∞ = σ0, so the boundary traction ends at zero. For a deviation ψ(z)exp(−t/τ) from Δ∞,

Nψ = θKψ, τ = θ/(E*B).

Both operators are symmetric. N is positive because

∫∫ψ(z) min(z,ζ) ψ(ζ) dz dζ = ∫_0^h dy (∫_y^h ψ dζ)² > 0.

K is positive because ½E*∫ψKψ dz is the elastic energy stored by a wedge ψ in an otherwise unstressed body. Hence every θ is real and positive, and the traction is a sum of decaying exponentials. It need not fall steadily at every depth, because their coefficients can differ in sign: a wedge that opens near the surface pulls on the boundary below it, where the traction can first rise above σ0. The slowest has

θ = max over ψ of (∫ψNψ dz)/(∫ψKψ dz).

Q: And the power of h?

A: Set z = hX and ζ = hX', and hold d/h fixed. N contains one length from min(z,ζ) and one from dζ, so it scales as h². G is a length squared and K takes four derivatives and one integral of it, so K scales as h²·h⁻⁴·h = 1/h. The eigenvalue θ therefore scales as h²/(1/h) = h³, and

τ = C(d/h) kT h³/(E* δD Ω).

Two powers of h come from transport along the boundary. The third comes from elasticity: to remove a given stress from a thicker film, the wedge must be thicker in the same proportion.

The power does not need equal or isotropic moduli. If the elastic constants are held fixed, the substrate is thick, and h and d are the only lengths, K still scales as 1/h. I do assume mirror symmetry about the boundary plane, so that the wedge puts no shear on it. Unequal moduli change C.

Q: A scaling law without its prefactor is of little use. What is C?

A: It has to be found numerically. I build ψ from 120 straight segments, shorter towards the substrate, where the wedge closes steeply. The second derivative of such a function is a set of point sources at the nodes, so the matrix of K consists of second differences of G between nodes. The matrix eigenproblem gives:

d/h = 0.25: C = 0.097
d/h = 0.5: C = 0.184
d/h = 1: C = 0.328
d/h = 2: C = 0.516
d/h = 5: C = 0.840
isolated boundary: C = 1.070

The cubic law thus holds in two situations: grain size proportional to thickness, or boundaries so far apart that C has reached its isolated value.

Q: Suppose the grain size is fixed while I deposit thicker films. Does the law fail?

A: It does once the grains are not wide compared with h. Average the equation for φ over x. The x-derivatives drop out, and the mean φ̄ obeys

d⁴φ̄/dz⁴ = −(E*/d) d²Δ/dz².

Integrating twice, with no mean stress from the wedge deep in the substrate, gives the mean stress at each depth for any d:

σ̄(z) = σ0 − E*Δ(z)/d.

The part of φ that varies as cos(qx), with q = 2πn/d, has an amplitude f obeying

(∂z² − q²)² f = −(2E*/d) ∂z²Δ.

If d ≪ h, Δ varies slowly over 1/q away from the ends of the boundary. Then f ≈ −(2E*/d)∂z²Δ/q⁴, and its stress ∂z²f is smaller than E*Δ/d by a factor of order (d/h)⁴. The traction is then the mean stress, and your shortcut applies. With Δ = (σ0 − σ)d/E*, the conservation law reads −(d/E*)∂tσ = −B∂z²σ, so

∂tσ = (E*B/d) ∂z²σ,

which is a diffusion equation with diffusivity E*B/d. The slowest solution with σ(0) = 0 and ∂zσ(h) = 0 is sin(πz/2h), and

τ = (4/π²) kT h²d/(E* δD Ω), d ≪ h.

In this limit C = (4/π²)d/h. At d/h = 0.25 that is 0.101, about 5 % above the computed 0.097. This gap is far larger than (d/h)⁴ and shrinks only in proportion to d/h, roughly as 0.18 d/h, because the estimate above does not hold within a distance of order d from the ends of the boundary. At fixed d the exponent therefore passes from 3 for films thin compared with d to 2 for films thick compared with d. For d = 1000 nm, the computed times between h = 1000 and 2000 nm give a mean exponent of 2.17.

Q: You let atoms enter the boundary freely. What if crossing the mouth is the slow step?

A: Let the flux through the mouth be proportional to the drop in chemical potential there, Ωσ(0). Write this as J(0) = (δD/kT)σ(0)/ℓ, where ℓ is the length of boundary with the same resistance. Then

σ(0) = ℓ ∂zσ(0) = (ℓ/B) ∫_0^h ∂tΔ dζ,

and min(z,ζ) becomes min(z,ζ) + ℓ. When ℓ is large, σ is nearly uniform along the boundary. The wedge area is then V = ∫Δ dz = c h²(σ0 − σ)/E*, where c is a number set by d/h. Inserting σ = (ℓ/B)∂tV = −(ℓch²/(E*B))∂tσ gives

τ_entry = c kT ℓ h²/(E* δD Ω).

At fixed d/h and fixed ℓ, entry control therefore gives a square law. Between the limits, the numerator of the maximum principle for θ gains the positive term ℓ(∫ψ dz)². The true τ is thus at least the larger of the two limiting times and at most their sum. They are equal at ℓ = Ch/c, so for a given ℓ and d/h it is the thinner films that are controlled by entry.

Q: You say that the boundary traction ends at zero. Is the film then stress-free?

A: No. The wedge is pinned shut at the substrate, so the material near the interface stays stretched. Averaging σ̄(z) over the thickness, the final mean stress is

σ0 − E*V∞/(hd) = σ0(1 − c h/d).

For d = h the computed c is 0.912, so 9 % of the mean stress remains. For an isolated boundary c = 3.95, and when d ≫ h the relaxed share is about 3.95h/d, which is small. In that case τ describes the boundary and its surroundings, while most of the film keeps its stress.

Q: Put in numbers for something that exists.

A: Take rough values for a copper film on a substrate of the same stiffness: h = d = 1000 nm, T = 600 K, σ0 = 200 MPa, E = 130 GPa, ν = 0.34 and Ω = 0.0118 nm³. For the boundary I take δD = 5.0×10¹² nm³/s × exp(−1.08 eV/kT). The third digits of these inputs serve only to make the arithmetic repeatable. With kT = 0.0517 eV, δD is 4240 nm³/s. The modulus is E* = 130/(1 − 0.34²) = 147 GPa, or 917.5 eV/nm³. Then

kT h³/(E*δDΩ) = 0.0517 × 10⁹/(917.5 × 4240 × 0.0118) s ≈ 1126 s,

τ = 0.328 × 1126 s ≈ 370 s, or about 6 min.

After one τ the wedge has 70 % of its final area, more than the 63 % of a single exponential, because faster modes contribute; the second mode has a time of 0.093τ. The wedge reaches 90 % after about 780 s. The mean film stress along x ends near 18 MPa.

At the same temperature, the thickness changes τ as follows:

h = 250 nm: 5.8 s for d = h; 13 s for d = 1000 nm
h = 500 nm: 46 s; 73 s
h = 1000 nm: 370 s; 370 s
h = 2000 nm: 2960 s; 1660 s

In the first column each doubling multiplies τ by eight. At 400 K, with h = d = 1000 nm, τ is about 98 days, so with these inputs the relaxation of such a film belongs to annealing rather than to storage near room temperature. This conclusion hangs on the barrier, since at 400 K an error of 0.1 eV changes τ by a factor of 18. Thinner films relax sooner.

Q: How much of that would survive in a real film?

A: The order of magnitude at best, and not even that unless δD is known for the film at hand. An error of 0.1 eV in the barrier changes τ by exp(0.1/0.0517), about a factor of 7, and reported values differ by more. Tracer measurements on high-purity copper give roughly 1.2×10¹² nm³/s with 0.88 eV, or 3.9×10¹¹ nm³/s with 0.75 eV. These would make τ about 30 s or 8 s at 600 K, about 1 day or 2 hours at 400 K, and for the lower barrier about 100 days at 300 K. Copper is also strongly anisotropic. With rough cubic constants its Young modulus runs from 67 GPa along 100 to 190 GPa along 111, and putting these in place of 130 GPa gives 720 s and 250 s, which indicates the size of the effect without bounding it. A substrate 1.2 times stiffer, with the same Poisson ratio, raises the elastic energy of a given wedge by a factor between 1 and 1.2, so τ would lie between 308 and 370 s.

The assumption of a clean, open surface can also fail. An oxide or a capping layer can hinder entry. If it added a resistance ℓ = 1000 nm, the entry time would be 0.912 × 1126 s ≈ 1030 s, and τ would lie between 1030 and 1400 s. Real films can also relax by dislocation glide, which this model leaves out, and their boundaries run in more than one direction.

Q: And the smaller omissions: the surface path, the lattice, the surface energy?

A: Atoms must first reach the mouth along the surface. Suppose the surface conducts 100 times better than the boundary, which is an assumed ratio. Half the flux comes from each side over at most d/2, so in steady flow ℓ is at most d/(4×100) = 2.5 nm, which would lengthen the computed τ by 0.6 %. Steady flow is not actually reached here. The atoms come first from a shallow groove at the mouth, and the surface smooths it in a time kT(d/2π)⁴/(100 δD γΩ), about 710 s for a surface energy γ = 1.5 J/m², which is longer than τ. Solving surface and boundary together adds a slow mode with this time that carries only 0.3 % of the wedge area, and the time to reach 90 % grows by about 0.2 %. Transport through the lattice, estimated as D_lattice h/(δD) with a rough lattice diffusivity of 2×10¹³ nm²/s × exp(−2.04 eV/kT), is about 3.5×10⁻⁵ of that through the boundary. A surface energy of roughly 1.5 J/m² gives a capillary stress γ/d of 1.5 MPa, under 1 % of σ0.

Two corrections are larger. Tension raises the vacancy content by a factor exp(Ωσ/kT), which is 1.33 at the initial stress. If D follows it, the diffusivity is about a third higher where the traction is near σ0. The wedge grows faster by less than that, because all atoms must pass the region near the mouth, where the traction is small, and the effect fades as the traction falls. Also, the final wedge is only 1.4 nm thick at the surface. With a layer thickness Ω^(1/3) = 0.228 nm, that is about six atomic layers. A smooth Δ(z) is then a coarse description, and in a thinner film at the same stress and the same d/h the number of layers falls in proportion to h. At h = d = 250 nm it is about 1.5, so the 5.8 s listed above is only an extrapolation. Where the number approaches one, the continuum law has lost its basis, whatever the quality of the surface.
